Choosing the time step for electron–lattice heat exchange in metals

A short pulse has heated the conduction electrons of a 10 nm cobalt interconnect film to 600 K while its lattice is still at 300 K. Within a few picoseconds the two share their energy. A simulation that carries an electron temperature beside the lattice must advance this exchange in finite steps, and the user has to choose a step length and, where there is a choice, the form of the update. A poor choice can shift the cooling curve in time. It can also create or destroy energy, which is worse, because the final temperature is then wrong as well.

This guide treats an implicit update that conserves energy at any step length and needs one square root. It shows what the step length controls, how large the error is, and when the update should not be used.

**The model behind the setting**

The metal is uniform and its volume is fixed. The electrons have temperature T_e and heat capacity γT_e per volume; the lattice has temperature T_l and constant heat capacity C. Heat passes between them at the rate G(T_e − T_l) per volume, with γ, C and G positive. Integrating the electronic heat capacity from zero temperature gives the electronic energy density

u_e = γT_e²/2.

If p is the external power per volume given to the electrons, the two energy balances are

du_e/dt = −G(T_e − T_l) + p
C dT_l/dt = G(T_e − T_l).

The exchange term appears with opposite signs, so the total energy density E = γT_e²/2 + CT_l changes at the rate p.

Let T_e and T_l now denote the values at the start of a step of length h, and x and y the electron and lattice temperatures at its end. Backward Euler evaluates the exchange at the end of the step. Applied to the energies, it reads

γ(x² − T_e²)/2 = −hG(x − y) + w     (1)
C(y − T_l) = hG(x − y).     (2)

Here w is the external energy per volume supplied during the step. Adding the equations cancels the exchange:

γ(x² − T_e²)/2 + C(y − T_l) = w.

The stored energy therefore changes by w for every h, apart from rounding. This is a statement about energy, not about the accuracy of the temperatures.

**Eliminating the lattice temperature**

Equation (2) is linear in y. Collecting its terms gives (C + hG)y = CT_l + hGx, so

y = (CT_l + hGx)/(C + hG).     (3)

The new lattice temperature is a weighted average of T_l and x with positive weights. Subtracting it from x gives

x − y = [(C + hG)x − CT_l − hGx]/(C + hG) = C(x − T_l)/(C + hG).

Define

g = hGC/(C + hG), or equivalently 1/g = 1/(hG) + 1/C.

Then hG(x − y) = g(x − T_l). The quantity g is an effective capacity: it tends to hG for a short step and to C for a long one, when the lattice has time to follow. Equation (1) becomes

γ(x² − T_e²)/2 = −g(x − T_l) + w.

Moving the known terms to one side leaves

γx²/2 + gx − Q = 0, with Q = γT_e²/2 + gT_l + w.     (4)

**Selecting the root**

The two roots of (4) are

x = [−g ± √(g² + 2γQ)]/γ.

Their product is −2Q/γ and their sum is −2g/γ. If Q > 0, the product is negative, so the roots are real with opposite signs and there is one positive temperature, given by the plus sign. The negative root arises because the energy depends on x² and cannot tell x from −x.

If Q ≤ 0, there is no positive root. Real roots would have a negative sum and a non-negative product, so neither could be positive; otherwise the roots are complex.

The condition has a physical reading. At x = 0, the lattice would deliver hGy = hGCT_l/(C + hG) = gT_l to the electrons. Thus Q is the energy that would be available to electrons ending at absolute zero. It is positive whenever w ≥ 0, for positive starting temperatures. It can fail to be positive when the step removes too much energy. For a finite removal power, w tends to zero with h and Q tends to γT_e²/2, so a short enough step restores the root. Replacing a missing root by a small positive temperature would break the energy balance.

When γQ is much smaller than g², the plus-sign formula subtracts two nearly equal numbers. Write R = √(g² + 2γQ) and multiply numerator and denominator by R + g:

x = (R − g)(R + g)/[γ(R + g)] = (R² − g²)/[γ(R + g)].

Since R² − g² = 2γQ,

x = 2Q/(g + R).     (5)

Every term in the denominator is now positive. In scaled units, take γ = 10⁻¹², C = G = h = 1, old temperatures 2.0 for the electrons and 1.3 for the lattice, and w = 0. In double precision the subtractive formula has a relative error of 3×10⁻⁵, and formula (5) one of about 10⁻¹⁶, both measured against a 60-digit evaluation. Formula (5) costs no more and is the one to use.

**One step with numbers**

For the cobalt film, take rough, rounded values: γ = 7×10⁻⁴ J/(cm³ K²), C = 3.4 J/(cm³ K) and G = 1 J/(cm³ K ps). The pulse is over, so w = 0. The initial energy is

E = 0.00035 × 600² + 3.4 × 300 = 126 + 1020 = 1146 J/cm³.

This is 94.5 J/cm³ above the energy with both temperatures at 300 K. That difference is called the excess below.

For h = 0.1 ps,

g = 0.1 × 3.4/3.5 = 0.09714 J/(cm³ K)
Q = 126 + 0.09714 × 300 = 155.143 J/cm³
R = √(0.09714² + 2 × 0.0007 × 155.143) = 0.47606 J/(cm³ K).

Equations (5) and (3) give

x = 2 × 155.143/(0.09714 + 0.47606) = 541.3 K
y = (3.4 × 300 + 0.1 × 541.3)/3.5 = 306.9 K.

The rejected root is −819 K. The new energy is 102.558 + 1043.442 = 1146.000 J/cm³, as before. The electrons have cooled by 59 K and the lattice has warmed by 7 K, because the lattice capacity is much the larger.

**Why a long step remains stable**

Without external energy, the change of the temperature gap can be found in closed form. Factor x² − T_e² = (x − T_e)(x + T_e) and define

m = γ(x + T_e)/2,

the electronic heat capacity at the mean of the old and new temperatures. The reduced balance becomes m(x − T_e) = −g(x − T_l), so

x = (mT_e + gT_l)/(m + g).

The new electron temperature lies between the two old ones. Subtracting T_l gives x − T_l = m(T_e − T_l)/(m + g). With x − y = C(x − T_l)/(C + hG), this yields

(x − y)/(T_e − T_l) = mC/[(C + hG)(m + g)].

Because (C + hG)g = hGC, the denominator equals mC + hGm + hGC. Dividing numerator and denominator by mC gives

(x − y)/(T_e − T_l) = 1/[1 + hG(1/m + 1/C)].     (6)

The ratio lies between 0 and 1 for every positive h. The gap shrinks and keeps its sign, whichever subsystem starts hotter. In the first step above, m = 0.3995 J/(cm³ K) and the ratio is 0.781.

As h grows without limit, m stays finite and the gap tends to zero. Both temperatures then approach the value T_∞ fixed by γT_∞²/2 + CT_∞ = E. Its positive root, written as in (5), is

T_∞ = 2E/[C + √(C² + 2γE)].

For the film, T_∞ = 2292/(3.4 + 3.6283) = 326.1 K. One enormous step lands there. This is useful for finding the equilibrium state and useless for resolving the path to it.

The step also respects the second law. Integrating heat capacity over temperature gives the entropy density, up to a constant,

S = γT_e + C ln T_l.

As functions of the energies, the terms are √(2γu_e) and C ln(u_l/C), with u_l = CT_l. Both are concave, and their slopes are 1/T_e and 1/T_l. A concave function lies on or below its tangent, so its increase is at least the slope at the new point times the change of energy. With w = 0, the electrons receive −hG(x − y) and the lattice receives +hG(x − y). Hence

ΔS ≥ hG(x − y)(1/y − 1/x) = hG(x − y)²/(xy) ≥ 0.

**Why the update should use energies**

An implicit update may instead multiply a temperature change by a heat capacity. If it uses the new capacity, its electronic term is γx(x − T_e). Compare this with the true energy change:

γx(x − T_e) − γ(x² − T_e²)/2 = γ(x − T_e)²/2.

With w = 0, this scheme sets γx(x − T_e) + C(y − T_l) to zero. The true total energy therefore falls by γ(x − T_e)²/2 in each step. With the old capacity,

γT_e(x − T_e) − γ(x² − T_e²)/2 = −γ(x − T_e)²/2,

and the total energy rises by the same expression, evaluated with that scheme's own x. Neither loss nor gain cancels later: the sign is the same during heating and cooling.

Over 3 ps with h = 0.1 ps, the new-capacity scheme loses 3.7 J/cm³ and the old-capacity scheme gains 3.4 J/cm³. These are 3.9 % and 3.6 % of the excess. Divided by the total capacity near equilibrium, C + γT_∞ = 3.63 J/(cm³ K), they shift the final temperature by about −1.0 K and +0.9 K, against a true lattice rise of 26 K. The energy form drifts by less than 10⁻¹² J/cm³, which is rounding.

**The exact cooling curve**

To judge the step length, one needs the exact solution for w = 0. Let T be the electron temperature at time t and T_0 its initial value. Conservation gives T_l = (E − γT²/2)/C, so

T − T_l = (γ/2C)(T² + 2CT/γ − 2E/γ).

One root of the bracket is T_∞. The roots sum to −2C/γ, so the other is −b, with b = T_∞ + 2C/γ. The electronic balance becomes

γT dT/dt = −(Gγ/2C)(T − T_∞)(T + b).

Separating variables gives

dt = −(2C/G) T dT/[(T − T_∞)(T + b)].

The fraction splits as

T/[(T − T_∞)(T + b)] = [T_∞/(T − T_∞) + b/(T + b)]/(T_∞ + b),

since the numerators combine to T_∞(T + b) + b(T − T_∞) = T(T_∞ + b). Integration from T_0 to T yields

t = 2C/[G(T_∞ + b)] × {T_∞ ln[(T_0 − T_∞)/(T − T_∞)] + b ln[(T_0 + b)/(T + b)]}.     (7)

Solving (7) for T by bracketing gives the exact values below. The other columns come from repeated steps with h = 0.1 ps. All temperatures are in kelvin.

t (ps) | T_e step | T_e exact | T_l step | T_l exact
0.1 | 541.3 | 534.0 | 306.9 | 307.7
0.5 | 392.9 | 376.9 | 321.2 | 322.4
1.0 | 337.4 | 331.7 | 325.3 | 325.7
2.0 | 326.4 | 326.2 | 326.1 | 326.1

The numerical electrons cool too slowly, but the end point is right. The step length governs the timing, while conservation fixes the equilibrium.

**How large the timing error is**

Because E is conserved, T_l is a function of u_e in both the exact and the numerical solution. The problem is therefore one equation, du/dt = F(u), with u = u_e, F = −Gδ and δ = T_e − T_l. A Taylor expansion of the exact solution about the end of a step gives

u(t + h) = u(t) + hF(u(t + h)) − (h²/2)u″ + O(h³).

The numerical solution obeys the same relation without the last two terms. Let ε be the numerical minus the exact energy. Subtracting the relations and expanding F to first order in ε gives, at leading order in h,

dε/dt = F′ε + (h/2)u″,

where F′ = dF/du. Also u″ = F′ du/dt = F′F. Try ε = Fq. Since dF/dt = F′F, the left side is F′Fq + F dq/dt, and the equation reduces to

dq/dt = (h/2)F′ = (h/2) d(ln|F|)/dt.

The error starts at zero, so q = (h/2) ln(F/F_0). With F = −Gδ and initial gap δ_0,

ε = (hGδ/2) ln(δ_0/δ).     (8)

The temperature error follows from du_e = γT_e dT_e:

error in T_e = hGδ ln(δ_0/δ)/(2γT_e).     (9)

Since ε = Fq, the numerical curve is, to this order, the exact one delayed by (h/2) ln(δ_0/δ). At 0.5 ps the exact gap is 54.5 K. For h = 0.1 ps the leading-order delay is 0.05 × ln(300/54.5) = 0.085 ps, and (9) predicts an error of 17.6 K. The actual delay is 0.069 ps and the actual error is 16.0 K, so higher orders lower these estimates by 19 % and 9 %. For h = 0.05 and 0.025 ps the actual errors are 8.4 and 4.3 K, against predictions of 8.8 and 4.4 K.

The energy error (8) is largest where the derivative of δ ln(δ_0/δ) with respect to δ vanishes. This gives ln(δ_0/δ) = 1, and hence

largest ε = hGδ_0/(2 × 2.718) at leading order.     (10)

For h = 0.001 ps this is 0.0552 J/cm³, and the largest actual error is 0.0551 J/cm³, or 0.06 % of the excess.

**Choosing the step**

If the final temperature of an isolated film is all that is wanted, the step length does not matter once the gap has closed. If the cooling curve matters, choose the largest acceptable energy error ε_max and use (10):

h ≤ 5.44 ε_max/(Gδ_0).

For 1 % of the excess, ε_max = 0.945 J/cm³ and h is at most about 0.017 ps. A target in temperature can be stricter. By (9), an error of 1 K in T_e at 0.5 ps needs h near 0.006 ps. Both estimates assume free relaxation with constant G. With a pulse still acting, h must also resolve the pulse; halving h and comparing the curves is then the practical guide.

Without external energy, stability does not limit this update, but it does limit explicit Euler. Near equilibrium the gap obeys dδ/dt = −λδ, with λ = G[1/(γT_∞) + 1/C]. An explicit step multiplies the gap by 1 − hλ, whose magnitude is below one if h < 2/λ. For the film this limit is 0.43 ps. The first step from 600 K is slightly more restrictive: if longer than 0.42 ps, it would remove more than the 126 J/cm³ that the electrons hold. A step just below this, 0.419 ps, overshoots and fails on the third step, while 0.415 ps still converges. Both limits exceed the steps recommended above, so for this film the case for the implicit update rests on robustness at long steps, not on the cost of an accurate run.

The update survives some changes of model. If G depends on temperature but is evaluated at the start of each step, it enters as a number, and equations (1) to (6) still hold; the error formulas do not. If the electronic heat capacity is not linear, the same elimination gives

u_e(x) + gx = u_e(T_e) + gT_l + w.

For a positive heat capacity the left side increases with x, so there is at most one root. The equation is then in general no longer quadratic, and the root usually has to be found numerically.

**What cobalt adds**

The parameters are rough values in the cobalt regime. G is the least certain and may be off by a factor of several. It enters through the product hG, so doubling G halves every time in the free-relaxation results and leaves T_∞ unchanged.

Several omissions are small here. A rough interface conductance of 10⁸ W/(m² K) to surroundings at 300 K, applied to the computed lattice temperatures, would remove 0.8 % of the excess in 3 ps. Take a rough electronic conductivity κ = 50 W/(m K) when both temperatures are 300 K, and assume that it grows as T_e/T_l when the electrons are hotter. Dividing κT_e/T_l by the heat capacity γT_e gives the diffusivity κ/(γT_l), in which T_e cancels. With T_l = 300 K, the slowest variation of the electronic energy across thickness d then falls by a factor e in about d²γT_l/(π²κ) = 0.04 ps. Several such times are needed to even out the electrons, so their temperature is nearly uniform after about 0.15 ps. If the pulse heats the film unevenly, the lattice can keep a difference of a few kelvin across the thickness for longer, because it takes up some heat before the electrons have evened out. A Debye model with a rough Debye temperature of 445 K, integrated numerically, raises the lattice capacity by 1.6 % between 300 K and T_∞.

The linear electronic heat capacity assumes a flat density of states. Suppose instead that it varies as 1 + (ε_k/W)², with ε_k the energy from the Fermi level and a rough W = 0.5 eV. The thermal energy then involves the integrals of z/(e^z + 1) and z³/(e^z + 1) over positive z, which are π²/12 and 7π⁴/120. Their ratio gives a relative increase of the thermal energy of (7π²/10)(k_BT_e/W)², or 7 % at 600 K. The heat capacity, its derivative, rises by twice that fraction, 15 %. If the electrons still start at 600 K, they hold about 9 % more excess energy; they are then 11 K hotter at 0.5 ps and the final temperature is 2.3 K higher. If instead the deposited energy is kept at 94.5 J/cm³, they start near 580 K, are 2.5 K hotter at 0.5 ps, and the final temperature moves by less than 0.1 K. The correction matters if the electron curve is wanted to a few kelvin.

Two omissions are serious. Cobalt is ferromagnetic, and its spins absorb heat. In a spin-1/2 mean-field model with n atoms per volume, the magnetic energy density is −nk_BT_C s²/2, where s = tanh(T_C s/T). With rough values T_C = 1390 K and n = 9×10²² cm⁻³, heating the spins from 300 to 600 K takes 38 % of the excess, about 36 J/cm³. If spins and electrons equilibrated before the lattice took any heat, the electrons would lose less than this, because the common temperature would be below 600 K. That temperature would therefore lie between √(600² − 2 × 36/0.0007) ≈ 507 K and 600 K. Mean-field theory leaves out spin waves, and the spin heat may be off by a factor of several, so these numbers only indicate a scale.

The other concern is whether the electrons have a temperature at all. Take a rough lifetime of 5 fs at 1 eV and a Fermi-liquid scattering rate proportional to ε_k² + (πk_BT_e)². At the Fermi level and 600 K the lifetime is then 0.19 ps, not far below the initial exchange time γT_e/G = 0.42 ps. Electrons farther from the Fermi level, which carry much of the heat, scatter faster: at a distance πk_BT_e the lifetime is half as long. The comparison does not improve as the electrons cool, because the lifetime grows as 1/T_e² while γT_e/G shrinks. At 0.3 ps (435 K) the Fermi-level lifetime is about 0.36 ps against an exchange time of 0.30 ps, and at 0.5 ps (377 K) about 0.48 ps against 0.26 ps. On this rough estimate the scattering and exchange times are comparable throughout the cooling, so a single electron temperature is not assured at any stage of it. Reducing h improves the solution of the two-temperature model, but not necessarily its description of cobalt. A quantitative study would need a spin reservoir and a treatment of the nonthermal electrons.
